Why higher many-body orders can worsen a fragment energy

Renumbering the fragments of a cluster cannot change a rule for assembling its energy. Suppose that the rule is linear in the energies of the subsystems, uses every subsystem of up to n fragments, and has coefficients that do not depend on the geometry or on the kind of fragment. The coefficient of a subsystem can then depend on its size, but not on which fragments it contains. For N fragments the result must have the form

E^(n) = Σ_{m=1}^{n} w_m S_m, with S_m = Σ_{|T|=m} E_T.

Here T is a set of fragments, |T| is their number, and E_T is the computed energy of that subsystem alone. Both sides are energies, so the weights w_m are pure numbers, and by the assumption above they can depend only on m, N and n. They know nothing of water, of hydrogen bonds or of the convergence threshold. They multiply whatever errors the E_T contain, and large weights can amplify those errors unless the errors cancel in the sum.

**The belief and its appeal**

The belief is that adding the next order of a many-body expansion always improves the energy: pairs correct monomers, triples correct pairs, quadruples correct triples. It tempts for two good reasons. When the coupling of a fragment to all its partners together is weak, the successive corrections shrink, as the first dipole example below shows. Moreover, the expansion ends at n = N, where it returns the energy of the whole cluster, so each order seems a step towards a known goal.

A related warning says that four-body sums for large water clusters can diverge without tight thresholds, because binomial weights amplify noise and superposition error. It is partly right. A finite sum cannot diverge in the strict sense; what can grow is its error, either with N at fixed n or with n over some range. Sufficiently tight thresholds control the noise, but superposition error is a different matter.

**The weights**

The increments ΔE_S are defined by requiring, for every set S,

E_S = Σ_{T⊆S} ΔE_T, with E_∅ = 0.

The inverse relation is

ΔE_S = Σ_{T⊆S} (−1)^{|S|−|T|} E_T.

To verify it, insert E_T = Σ_{U⊆T} ΔE_U on the right. The coefficient of a given ΔE_U is the sum of (−1)^{|S|−|T|} over all T lying between U and S. By the binomial theorem this is (1 − 1)^{|S|−|U|}, which vanishes unless U = S.

The order-n energy is the sum of all increments with |S| ≤ n. A given T of size m lies inside C(N−m, j) sets of size m + j, where C denotes a binomial coefficient. Hence

w_m = Σ_{j=0}^{n−m} (−1)^j C(N−m, j).

For n < N, use C(M, j) = C(M−1, j) + C(M−1, j−1) with M = N − m. Neighbouring terms cancel and the last one survives:

w_m = (−1)^{n−m} C(N−m−1, n−m).

For n = N the sum is (1 − 1)^{N−m}, so w_N = 1 and all other weights vanish. These weights were tested against increments built recursively for seven fragments, at every order.

For N = 49 and n = 4 the weights of monomers, dimers, trimers and tetramers are −16215, 1035, −45 and 1. A monomer energy, the easiest one to compute, enters a four-body sum more than sixteen thousand times.

**What the weights do to errors**

Let each computed energy carry an error ε_T. Because the sum is linear, the error it causes in E^(n) is Σ_m w_m Σ_{|T|=m} ε_T. Its size depends on how the errors are related to one another.

If the errors are independent, with zero mean and common standard deviation σ, their variances add. The resulting standard deviation is σ A_n, where

A_n² = Σ_{m=1}^{n} w_m² C(N, m).

This assumes that every subsystem energy is computed once and reused wherever it occurs, and that no subsystem is discarded. For N = 49 and n = 4,

A_4² = 49 × 16215² + 1176 × 1035² + 18424 × 45² + 211876 ≈ 1.42 × 10¹⁰,

so A_4 ≈ 1.19 × 10⁵. The monomers supply 91 percent of this variance. At fixed n and large N, the term of size m grows as N^{2n−m}, so the monomer term wins, and

A_n ≈ N^{n−1/2}/(n−1)!.

At N = 49 and n = 4 this estimate gives 1.37 × 10⁵, about 15 percent above the full value.

The opposite limit is instructive. At n = N − 1 every weight is +1 or −1, so A² counts the non-empty proper subsets and equals 2^N − 2. One order later, A_N = 1. The amplification is thus a property of truncation, and it disappears when the expansion is complete.

If the errors are merely known to satisfy |ε_T| ≤ δ, the safe bound is δ Σ_m |w_m| C(N, m), which is 3.05 × 10⁶ δ for this case. It is reached only if every error has magnitude δ and the signs of the errors all follow, or all oppose, those of the weights.

A common offset b in every non-empty subsystem is also amplified. In an increment of size k, the signed sum over all subsets is zero; removing the empty set leaves −(−1)^k b. Summing over the C(N, k) sets for k = 1 to n gives

b [1 − (−1)^n C(N−1, n)],

or −194579 b here.

Some errors escape amplification. Suppose ε_T is a sum of one contribution b_ij for each pair inside T. Its two-body increments are then the b_ij, and its higher increments vanish. Every order n ≥ 2 returns Σ b_ij, the same error that the whole cluster would have. The argument holds for any error built from contributions of at most n fragments. Large weights therefore need not amplify an error; what matters is how the error depends on the subsystem.

**Truncation can fail without any noise**

Take fragments in a plane, with a uniform field F normal to it, and let them be polarisable only along that normal, with polarisability α. Each acquires a dipole μ_i along the field. Parallel dipoles side by side repel with energy μ_i μ_j/R_ij³, so the polarisation energy is the minimum of

U = Σ_i μ_i²/(2α) + ½ Σ_{ij} K_ij μ_i μ_j − F Σ_i μ_i,

with K_ij = 1/R_ij³ for i ≠ j and K_ii = 0. Setting the derivative with respect to μ_i to zero gives

μ_i/α + Σ_j K_ij μ_j = F.

Multiplying by μ_i and summing shows that the two quadratic terms of U equal half of F Σ μ_i. Therefore

E = −½ F Σ_i μ_i.

A solvable model shows when the increments grow. Let every pair have the same coupling x = α/R³, an idealisation that a large planar array does not realise. All dipoles in a subsystem of m fragments are then αF/[1 + (m−1)x]. With e = αF²/2,

E_m = −m e/[1 + (m−1)x].

When the energy depends on size alone, the k-body increment is the k-th forward difference of E_m at m = 0. To take it, write

E_m/e = −1/x + [(1−x)/x]/(1−x+mx).

The constant drops out. One difference of 1/(1−x+mx) is −x/[(1−x+mx)(1−x+(m+1)x)], and each further difference adds a denominator and a factor −2x, −3x and so on. At m = 0 the factor 1 − x cancels, leaving

Δ_k = (−1)^k k! x^{k−1} e / [(1+x)(1+2x)…(1+(k−1)x)].

The signs alternate. There are C(N, k) such increments. The magnitude of the total (k+1)-body term divided by that of the k-body term is

[(N−k)/(k+1)] × (k+1)x/(1+kx) = (N−k)x/(1+kx).

The terms grow as long as (N − 2k)x > 1. A coupling that is small for each pair can thus be large for the cluster, because the number of partners matters.

Now take a real dipole geometry: a 7 × 7 square array with spacing 6 bohr and F = 0.01 atomic units. For α = 10 bohr³, nearest neighbours have α/R³ = 0.046. Direct solution of the whole array gives −0.01935 hartree. The truncation errors, order minus whole array, are

order 1: −5.15 × 10⁻³ hartree
order 2: +1.26 × 10⁻³ hartree
order 3: −2.96 × 10⁻⁴ hartree
order 4: +6.7 × 10⁻⁵ hartree.

Here the belief holds through order four, where the error is 0.35 percent of the energy. For α = 65 bohr³, α/R³ = 0.30 and the whole-array energy is −0.0600 hartree. The errors become

order 1: −0.099 hartree
order 2: +0.136 hartree
order 3: −0.178 hartree
order 4: +0.222 hartree.

Each order is worse than the one before. The fourth-order energy is −0.060 + 0.222 = +0.162 hartree, which is unphysical: zero dipoles already give U = 0, so the minimum cannot be positive. No threshold is to blame, since these subsystem equations were solved directly. The restriction to dipoles along the normal matters in this case. If the fragments were isotropically polarisable point dipoles, in-plane dipoles would make this array unstable above α = 45 bohr³ (α/R³ = 0.21), and at α = 65 bohr³ the energy would have no minimum. The case shows what strong collective coupling does to the expansion; it does not describe a stable array of isotropic point dipoles.

The equal-coupling model accounts for the pattern reasonably well. Differences between successive errors give total two-, three- and four-body terms of 0.235, −0.314 and 0.400 hartree. The one-body term is −49αF²/2 = −0.159 hartree. The ratios of magnitude are 1.48, 1.34 and 1.27. Choosing x = 0.0317 to match the first, the model predicts 1.40 and 1.33 for the others, within about 5 percent. It also suggests growth up to roughly the nine-body term, but that is an extrapolation of the model, not a result for the array.

**Noise can reverse a good expansion**

Return to the weakly coupled array, whose truncation errors fall at every order studied. Add independent random errors with σ = 10⁻⁷ hartree to all subsystem energies. The noise predicted at order four is

1.19 × 10⁵ × 10⁻⁷ hartree = 1.19 × 10⁻² hartree.

Two hundred random draws gave 1.20 × 10⁻² hartree. The root-mean-square total errors, truncation included, were

order 2: 1.3 × 10⁻³ hartree
order 3: 8 × 10⁻⁴ hartree
order 4: 1.2 × 10⁻² hartree.

Order three is the best of the first four orders at this noise level. Order four is about fifteen times worse, with an error of 31 kJ/mol, or 62 percent of the whole-array energy. For fourth-order noise to fall to the size of the fourth-order truncation error, σ must be

6.7 × 10⁻⁵ hartree/(1.19 × 10⁵) = 5.6 × 10⁻¹⁰ hartree.

The weights show where to spend the effort. With error-free monomers the gain drops from 1.19 × 10⁵ to 3.6 × 10⁴; with error-free dimers as well, it drops to 6.1 × 10³. Even then, σ = 10⁻⁷ hartree in the trimers and tetramers leaves noise of 6 × 10⁻⁴ hartree, nine times the truncation error. For independent errors of equal size, tightening the small subsystems first is sensible, but it is not sufficient here.

Errors from an actual self-consistent iteration are neither random nor independent. They can be studied by solving the dipole equations iteratively, starting from μ_i = αF = 0.1 atomic units and stopping when no dipole in the subsystem changes by more than 10⁻⁴. The energy is then taken as −½ F Σ_i μ_i at the last dipoles, a formula whose error is of first order in the dipole error. Monomers are then free of iteration error, because the starting dipole is already their solution. The largest error in any subsystem energy is 1.2 × 10⁻⁷ hartree, yet the fourth-order sum is wrong by 2.5 × 10⁻⁴ hartree, some two thousand times more. The worst-case bound, 0.38 hartree, is respected but far from reached.

At this threshold the deterministic noise is enough to spoil the last order. Adding truncation and iteration errors with their signs gives

order 3: −2.96 × 10⁻⁴ − 0.04 × 10⁻⁴ ≈ −3.0 × 10⁻⁴ hartree
order 4: +0.67 × 10⁻⁴ + 2.54 × 10⁻⁴ ≈ +3.2 × 10⁻⁴ hartree.

The fourth order costs 211876 further subsystem calculations and leaves a slightly larger error. With a threshold of 10⁻¹² the iteration error at order four is about 2 × 10⁻¹² hartree, and the advantage of order four returns. In between, the error does not fall steadily: it is 1.2 × 10⁻⁵ hartree at a threshold of 3 × 10⁻⁵ but 2.9 × 10⁻⁴ hartree at 10⁻⁵. The reversal also depends on the energy formula. U is stationary at the solution, so its error is of second order in the dipole error; evaluated at the same dipoles stopped at 10⁻⁴, it gives a fourth-order iteration error of only 2 × 10⁻⁹ hartree, and order four remains the better one.

**Superposition error is not noise**

A fragment described by an incomplete basis can lower its energy by borrowing functions from its neighbours. This superposition error is a definite function of geometry and basis, and it remains when every equation has been solved to full precision.

It can be isolated by removing all true interactions. Place one particle in each of eight harmonic wells at the corners of a cube of edge 1.5 bohr. The particles are distinguishable and do not interact, and each feels only the potential of its own well. Each well has frequency 1 hartree and carries one normalised Gaussian of exponent 0.8 bohr⁻². The ideal exponent is 0.5 bohr⁻², so an isolated particle has energy 1.669 instead of 1.5 hartree. In a subsystem, each particle may use the Gaussians of all fragments present. By the variational principle a larger basis cannot raise its lowest energy, so every pair increment is zero or negative.

The true interaction energy is zero. The expansion instead gives these apparent interactions:

order 2: −0.829 hartree
order 3: −0.476 hartree
order 4: −0.644 hartree
order 8: −0.592 hartree.

The energies came from direct diagonalisation, so there is no iteration threshold to tighten. Judged against the true value, order four is worse than order three. Judged against the whole cluster in the same basis, −0.592 hartree, order four is better: its deviation is 0.05 hartree, against 0.12 hartree at order three. The expansion is approaching an energy that itself contains the superposition error.

Any set of errors can be split into increments, and those of up to n bodies enter the order-n sum with weight one; what decides the outcome is how the total for each size behaves, which depends on the number and signs of the increments as well as on their magnitudes. For independent noise an increment of size k combines 2^k − 1 errors with signs ±1, so its variance is (2^k − 1)σ² and grows with k. In this example the superposition error behaves differently: differences of successive orders in the output give total two-, three-, four- and five-body terms of −0.829, +0.354, −0.169 and +0.069 hartree, which shrink. Divided by the 28, 56, 70 and 56 sets of each size, they give mean increments of −0.030, +0.006, −0.002 and +0.001 hartree, which shrink as well. The mean keeps falling in magnitude up to seven bodies, but the single eight-body increment, −0.00028 hartree, is slightly larger in magnitude than the seven-body mean of +0.00027 hartree. Whether this holds in a larger cluster or another basis is not tested here.

The remedy is a common basis. If every subsystem uses all eight Gaussians, a particle has the same energy whichever fragments are present, and the apparent interaction vanishes at each order. The total is then 12.758 hartree, still 0.758 hartree above the true 12 hartree. A common basis removes the imbalance between subsystems, not the incompleteness of the basis.

**What this means for a large water cluster**

The gain A_n depends on N and n alone, so it applies to 49 water molecules as well as to 49 model dipoles, provided that all subsystems are kept and their errors are independent, with zero mean and the same standard deviation for every size. To hold the fourth-order noise at 10⁻³ hartree for the whole cluster, each energy would need

σ ≈ 10⁻³ hartree/(1.19 × 10⁵) ≈ 8 × 10⁻⁹ hartree.

How fast the truncation error falls for water is a separate question, which the dipole arrays do not answer. A higher order is worth adding when its total error, truncation and amplified noise together, is smaller than that of the order below. Shrinking many-body terms and noise below the correction sought are not enough. In the stopped iteration above, with the non-stationary energy formula, the four-body correction was 3.6 × 10⁻⁴ hartree and the noise 2.5 × 10⁻⁴ hartree, yet order four was slightly worse than order three. In the model of harmonic wells a common basis kept superposition error from being counted as interaction; how completely it does so for real molecules is not tested here. The numerical output gives the gains for other cluster sizes and the superposition energies at the remaining orders.

Computed results

```
dipole array: N = 49, spacing = 6.0 bohr, field = 0.01 a.u.
size 1: subsystems = 49, order-4 weight = -16215
size 2: subsystems = 1176, order-4 weight = 1035
size 3: subsystems = 18424, order-4 weight = -45
size 4: subsystems = 211876, order-4 weight = 1
order 1: random gain A = 7.00, worst gain = 49
order 2: random gain A = 330.78, worst gain = 3479
order 3: random gain A = 7730.87, worst gain = 125489
order 4: random gain A = 119082.60, worst gain = 3052651
N = 10: order-4 random gain = 236.1
N = 20: order-4 random gain = 4138.6
N = 40: order-4 random gain = 56617.3
order-4 constant-offset gain = -194579
monomer share of order-4 noise variance = 90.9 percent
order-4 gain, exact monomers = 36017.8
order-4 gain, exact monomers and dimers = 6125.4
alpha = 10 bohr^3: alpha/R^3 = 0.0463, whole-array energy = -0.019346 hartree
  order 1 truncation error = -5.154002e-03 hartree
  order 2 truncation error = +1.256063e-03 hartree
  order 3 truncation error = -2.956546e-04 hartree
  order 4 truncation error = +6.717939e-05 hartree
alpha = 65 bohr^3: alpha/R^3 = 0.3009, whole-array energy = -0.060004 hartree
  order 1 truncation error = -9.924599e-02 hartree
  order 2 truncation error = +1.356949e-01 hartree
  order 3 truncation error = -1.779852e-01 hartree
  order 4 truncation error = +2.219467e-01 hartree
random noise sigma = 1.0e-07 hartree, draws = 200, weak coupling
  order 1: noise predicted 7.000e-07, sampled 6.912e-07, total rms 5.154e-03 hartree
  order 2: noise predicted 3.308e-05, sampled 3.289e-05, total rms 1.255e-03 hartree
  order 3: noise predicted 7.731e-04, sampled 7.739e-04, total rms 8.147e-04 hartree
  order 4: noise predicted 1.191e-02, sampled 1.199e-02, total rms 1.199e-02 hartree
order-4 total rms error = 31.47 kJ/mol
sigma where order-4 noise equals truncation = 5.64e-10 hartree
dipole threshold = 1e-04 a.u.: largest subsystem error = 1.24e-07 hartree
  MBE iteration error, orders 2, 3, 4 = +2.21e-07, -3.63e-06, +2.54e-04 hartree
dipole threshold = 1e-12 a.u.: largest subsystem error = 9.51e-16 hartree
  MBE iteration error, orders 2, 3, 4 = +5.71e-15, -1.89e-14, -2.23e-12 hartree
loose order-4 error / largest subsystem error = 2042.8
loose order-4 worst-case bound = 3.80e-01 hartree
wells: N = 8, omega = 1.0 hartree, exponent = 0.8 bohr^-2, edge = 1.5 bohr
one well: own-basis energy = 1.668750, exact = 1.500000 hartree
  order 1 own-basis superposition energy = -0.000000 hartree
  order 2 own-basis superposition energy = -0.829080 hartree
  order 3 own-basis superposition energy = -0.475537 hartree
  order 4 own-basis superposition energy = -0.644176 hartree
  order 5 own-basis superposition energy = -0.575334 hartree
  order 6 own-basis superposition energy = -0.593585 hartree
  order 7 own-basis superposition energy = -0.591434 hartree
  order 8 own-basis superposition energy = -0.591717 hartree
cluster-basis energy, every order = 12.758283 hartree
cluster-basis interaction at order 4 = 0.0e+00 hartree
```
